Nuclear and electronic stopping crossover for B, P and As in silicon

**Question**

I want the energy at which nuclear and electronic stopping are equal for ¹¹B, ³¹P and ⁷⁵As implanted in silicon. For nuclear stopping I use the universal (Ziegler-Biersack-Littmark) formula, and for electronic stopping the Lindhard-Scharff formula. One is written in a reduced energy and the other in the ion speed, and I can't get them into one equation I trust.

I also don't see what fixes the order of the three energies. Going from boron to arsenic raises the nuclear charge, but that strengthens both kinds of stopping. The mass changes as well. Which of the two matters more, and why?

**Answer**

Put both laws in the same reduced variables and a single equation with one parameter remains. To understand the order, go back to the ion speed, where the ion mass remains in only one factor, which describes the screening of the collisions.

**Conventions**

The ion has charge number Z1, mass M1, speed v and laboratory energy E = M1v²/2. Silicon has Z2 = 14 and mean mass M2 = 28.0855 u. I write M = M1 + M2. The stopping cross section is S = −(1/N) dE/dx, with N the number of silicon atoms per volume. The target is amorphous, so there is no channelling. In Gaussian units e²/a0 = m_e v0², where a0 is the Bohr radius and v0 the Bohr speed. Two sums occur often:

A = Z1^0.23 + Z2^0.23
D = Z1^(2/3) + Z2^(2/3)

**Nuclear stopping in reduced form**

The atoms repel through a screened Coulomb potential,

V(r) = (Z1 Z2 e²/r) φ(r/a), a = 0.8853 a0/A,

where φ is the universal screening function. In the centre-of-mass frame the silicon atom moves at speed M1v/M, and the collision turns its velocity by an angle θ. Back in the laboratory, where it was at rest, its speed is the length of that velocity change, 2(M1v/M) sin(θ/2). It has therefore received

T = (M2/2)·4(M1v/M)² sin²(θ/2) = (4M1M2/M²) E sin²(θ/2).

The energy of relative motion is E M2/M. Without screening, a head-on collision would reach the distance a when this equals Z1Z2e²/a, which is at the laboratory energy

E_L = Z1 Z2 e² M/(a M2).

Define ε = E/E_L, x = r/a and b = p/a, with p the impact parameter. Then V divided by the energy of relative motion is φ(x)/(εx). Conservation of angular momentum and energy gives, for the polar angle χ,

dχ/dx = b / {x² √[1 − φ(x)/(εx) − b²/x²]}.

Since θ = π − 2χ, with χ taken from closest approach to infinity, θ depends on ε and b alone. Now sum the transfers over the impact area:

S_n = 2π∫T p dp = 2πa² (4M1M2/M²) E ∫sin²(θ/2) b db.

With s_n(ε) = 2ε∫sin²(θ/2) b db, the integral is s_n/(2ε). Using E/ε = E_L,

S_n = 4πa² (M1M2/M²) E_L s_n = 4πa Z1 Z2 e² (M1/M) s_n(ε).

The universal fit to this integral, for ε ≤ 30, is

s_n = ln(1 + 1.1383ε) / {2[ε + 0.01321 ε^0.21226 + 0.19593 √ε]}.

**Electronic stopping in the same variables**

The Lindhard-Scharff law is a drag proportional to speed, taken here as a given model:

S_e = 8πe²a0 Z1^(7/6) Z2 D^(−3/2) v/v0, for v < v0 Z1^(2/3).

Divide it by the prefactor of s_n:

S_e/[4πa Z1Z2e² M1/M] = 2(a0/a) Z1^(1/6) D^(−3/2) (M/M1) v/v0.

The speed follows from E = εE_L:

v/v0 = √[E_L/(M1v0²/2)] √ε.

The condition S_n = S_e is therefore

s_n(ε) = k√ε,
k = 2(a0/a) Z1^(1/6) D^(−3/2) (M/M1) √[E_L/(M1v0²/2)].

All properties of the ion have gone into k, while E_L converts the root back to an energy.

**Solving for boron**

For boron a = 0.2697 a0, so a0/a = 3.708. Also E_L = 9.832 keV and D = 2.924 + 5.809 = 8.733, which gives D^(3/2) = 25.81. The energy at the Bohr speed is 24.802 keV per mass unit, or 273.05 keV for this ion. Then

k = 2 × 3.708 × (1.308/25.81) × (39.095/11.009) × √(9.832/273.05) = 0.253.

The root is ε = 1.339. To check it, the left side is

s_n = ln(2.5245)/[2(1.3393 + 0.0141 + 0.2267)] = 0.9260/3.160 = 0.293,

and the right side is 0.2532 × √1.3393 = 0.293. The energy is 1.339 × 9.832 keV = 13.2 keV.

The same procedure gives all three:

B: k = 0.253, ε_c = 1.339, E_c ≈ 13 keV
P: k = 0.156, ε_c = 2.405, E_c ≈ 121 keV
As: k = 0.118, ε_c = 3.255, E_c ≈ 690 keV

Below E_c nuclear stopping is the larger, and above it electronic stopping is. A scan from 1 eV to the speed limit of the Lindhard-Scharff law finds one change of sign for each ion. Above ε = 30, outside the range of the fit, it uses s_n = ln ε/(2ε). The fit has a second, formal root: as ε → 0 it behaves as ε^0.788, which falls faster than √ε. That root lies at a few times 10⁻⁴ eV, where neither stopping law has any meaning, so discard it if your root finder lands there.

**What happens at a fixed energy**

At 50 keV the cross sections, in 10⁻¹⁵ eV cm² per atom, are:

B: S_n = 8.8, S_e = 29.1
P: S_n = 79.4, S_e = 39.3
As: S_n = 244, S_e = 40.2

You are right that charge strengthens electronic stopping. But at the same energy the heavier ion is slower, and this works against the gain. From P to As the two effects nearly cancel in S_e, while S_n triples. Nuclear stopping therefore stays ahead up to a higher energy.

**The crossing speed**

To separate mass from charge, define L(ε) = 2ε s_n(ε). At high energy L grows like ln ε, the usual Coulomb logarithm, apart from an additive constant. Insert s_n = L/(2ε) and 1/ε = Z1Z2e²M/(aM2E) into S_n. The screening length and M cancel in the prefactor:

S_n = 2πZ1²Z2²e⁴ M1L/(M2E) = 4πZ1²Z2²e⁴ L/(M2v²).

At a given speed, M1 now enters only through L. Set this equal to S_e:

4πZ1²Z2²e⁴ L/(M2v²) = 8πe²a0 Z1^(7/6) Z2 D^(−3/2) v/v0.

Multiply by v² and solve for v³/v0, then use e²/a0 = m_e v0²:

(v_c/v0)³ = (m_e/2M2) Z2 Z1^(5/6) D^(3/2) L(ε_c),
E_c = M1v_c²/2.

Apart from L, charge alone sets the crossing speed, and mass converts that speed to an energy. L itself depends on both, so mass also shifts the crossing speed, most strongly for boron among the three ions. The ratio of two crossing energies is thus a mass ratio, times the ratio of Z1^(5/9) D, times the ratio of L^(2/3). From B to As this reads

6.805 × 5.259 × 1.464 = 52.4.

This does not yet rank the causes, because L depends on ε_c = E_c/E_L, and E_L contains both mass and charge.

**Which cause is stronger?**

Let L respond, with λ = d ln L/d ln ε at the crossing. From the formulas above, apart from constants,

S_n/S_e ∝ Z1^(5/6) D^(3/2) M1^(3/2) L(ε) E^(−3/2),
E_L ∝ Z1 A M.

Change M1 by a small relative amount while staying on the crossing, where the ratio remains 1. Since d ln E_L/d ln M1 = M1/M,

0 = 3/2 + λ(d ln E_c/d ln M1 − M1/M) − (3/2) d ln E_c/d ln M1,

and hence

d ln E_c/d ln M1 = (3/2 − λM1/M)/(3/2 − λ).

For a change of Z1, D^(3/2) contributes Z1^(2/3)/D and E_L contributes 1 + 0.23 Z1^0.23/A. The same steps give

d ln E_c/d ln Z1 = [5/6 + Z1^(2/3)/D − λ(1 + 0.23 Z1^0.23/A)]/(3/2 − λ).

These are local power laws. For boron λ = 0.731 and M1/M = 0.2816, so the mass power is

(1.5 − 0.731 × 0.2816)/(1.5 − 0.731) = 1.68.

The values at the three crossings are:

B: mass power 1.68, charge power 0.47
P: mass power 1.33, charge power 0.74
As: mass power 1.16, charge power 0.90

Both causes raise E_c, and mass is the stronger one for equal relative changes. The reason can be read from the difference of the two numerators, mass minus charge:

2/3 − Z1^(2/3)/D + λ(1 + 0.23 Z1^0.23/A − M1/M).

The bracket is positive because M1/M < 1, and λ is positive because L grows with ε. The whole difference is therefore positive as long as Z1^(2/3)/D ≤ 2/3. That means Z1^(2/3) ≤ 2Z2^(2/3), or Z1 ≤ 2.83 × 14 ≈ 40 in silicon. With 3/2 − λ positive, as it is here, mass wins for all three dopants. For much heavier ions this argument no longer decides the ranking.

The role of λ also explains why charge does so little near boron. More charge raises E_L, so at a given energy ε falls and the collisions are more strongly screened. L drops and takes back part of the gain. More mass lowers ε too, but only through M, in which the silicon mass dilutes the change when the ion is light.

**A finite change, one cause at a time**

Local powers could mislead over a range as wide as B to As, so take fictitious ions, starting from boron at 13 keV:

Arsenic mass, boron charge: 164 keV
Boron mass, arsenic charge: 40 keV
Both changed, which is arsenic: 690 keV

Changing the mass first multiplies E_c by 12.5, and changing it second multiplies it by 690/40 ≈ 17. Charge gives a factor of 3.0 when changed first and 4.2 when changed second. Mass is the larger cause in either order, although the mass and charge ratios themselves are almost the same, 6.8 and 6.6. On a test grid of fictitious ions with charge numbers from 5 to 33 and masses from 11 to 75 u, E_c rose with each variable at every step.

**How far to trust the numbers**

The fit for s_n is a minor source of error. Integrating the scattering angle in the universal potential, without the fit, gives 13.1, 121 and 699 keV. This checks the fit against its own potential, not against experiment.

A small relative error in the electronic law enters E_c slightly amplified. If S_e is multiplied by a constant close to 1, the crossing condition gives

d ln E_c/d ln(strength) = −1/(3/2 − λ),

which is −1.30 for B, −1.13 for P and −1.06 for As. Making S_e 20% stronger or 20% weaker moves the crossings over these ranges:

B: 10 to 17 keV
P: 98 to 154 keV
As: 566 to 871 keV

The ranges do not overlap, so the order survives errors of this size, but a third digit in E_c has no physical weight. The 20% is a trial value, not an error estimate. The smooth factor Z1^(1/6) contained in S_e leaves out the oscillation of real electronic stopping with Z1. The speed condition is well satisfied, with v_c/v0 = 0.22, 0.40 and 0.61 against limits of 2.9, 6.1 and 10.3, but that does not validate the factor itself.

Finally, E_c compares the two losses at one instant, not over the whole path. An ion implanted at exactly E_c immediately slows into the region where S_n > S_e. Within this model it therefore gives more than half of its energy to silicon atoms in nuclear collisions. The implant energy at which the ion's own two total losses are equal must lie above E_c. This counts only what the ion hands over. The silicon recoils lose part of that energy to electrons in turn, so the share that finally remains in atomic motion is smaller and need not exceed one half.

The numerical output below lists the remaining intermediate values for each ion.

Values computed for the example and the checks

```
Silicon: Z2 = 14, M2 = 28.0855 u
Energy at v0 per mass unit = 24.802 keV/u
B: Z1 = 5, M1 = 11.0093 u, a = 0.2697 a0
B: E_L = 9.832 keV, k = 0.2532
B: crossing E_c = 13.17 keV, eps_c = 1.3393
B: s_n = 0.2930, L = 0.7849, lambda = 0.7309
B: v_c/v0 = 0.2196, limit Z1^(2/3) = 2.924
B: S_n = S_e = 14.92 1e-15 eV cm^2
B: at 50 keV S_n = 8.79, S_e = 29.07 1e-15 eV cm^2
B: powers: mass 1.683, charge 0.472, S_e strength -1.300
B: E_c with S_e x 1.2: 10.31 keV, x 0.8: 17.42 keV
B: E_c from scattering = 13.08 keV, fit/integral - 1 = 0.52 %
B: formal low root = 2.4e-04 eV
P: Z1 = 15, M1 = 30.9738 u, a = 0.2393 a0
P: E_L = 50.207 keV, k = 0.1560
P: crossing E_c = 120.75 keV, eps_c = 2.4050
P: s_n = 0.2419, L = 1.1637, lambda = 0.6159
P: v_c/v0 = 0.3965, limit Z1^(2/3) = 6.082
P: S_n = S_e = 61.07 1e-15 eV cm^2
P: at 50 keV S_n = 79.39, S_e = 39.30 1e-15 eV cm^2
P: powers: mass 1.331, charge 0.744, S_e strength -1.131
P: E_c with S_e x 1.2: 97.78 keV, x 0.8: 154.44 keV
P: E_c from scattering = 121.49 keV, fit/integral - 1 = -0.53 %
P: formal low root = 2.0e-04 eV
As: Z1 = 33, M1 = 74.9216 u, a = 0.2175 a0
As: E_L = 211.953 keV, k = 0.1184
As: crossing E_c = 689.90 keV, eps_c = 3.2550
As: s_n = 0.2136, L = 1.3904, lambda = 0.5609
As: v_c/v0 = 0.6093, limit Z1^(2/3) = 10.288
As: S_n = S_e = 149.50 1e-15 eV cm^2
As: at 50 keV S_n = 244.28, S_e = 40.25 1e-15 eV cm^2
As: powers: mass 1.163, charge 0.895, S_e strength -1.065
As: E_c with S_e x 1.2: 566.05 keV, x 0.8: 870.64 keV
As: E_c from scattering = 699.34 keV, fit/integral - 1 = -1.24 %
As: formal low root = 3.1e-04 eV
B to P: E_c ratio = 9.170
B to P: factors: mass 2.813, charge 2.507, L 1.300
B to P: mass only 57.92 keV, charge only 23.56 keV
P to As: E_c ratio = 5.714
P to As: factors: mass 2.419, charge 2.098, L 1.126
P to As: mass only 356.57 keV, charge only 227.74 keV
B to As: E_c ratio = 52.395
B to As: factors: mass 6.805, charge 5.259, L 1.464
B to As: mass only 164.31 keV, charge only 40.04 keV
```
